\section*{Exchange-correlation stress in local-density and gradient-corrected functionals}

\section*{Setting}

Closed-shell electrons fill a periodic cell of volume $\Omega$. The exchange-correlation energy is
\begin{equation}
E_{xc}=\int_\Omega f(n,g)\,d^3r,\qquad g=|\nabla n|^2 ,
\label{exc}
\end{equation}
where $n$ is the electron density. Subscripts on $f$ denote partial derivatives: $f_n=\partial f/\partial n$ and $f_g=\partial f/\partial g$. The local-density approximation (LDA) has $f=n\,\varepsilon_{xc}(n)$, so $f_g=0$; a generalised-gradient approximation (GGA) also depends on $g$.

A homogeneous strain maps each point to $\mathbf r'=(1+\varepsilon)\mathbf r$. The macroscopic stress is
\begin{equation}
\sigma_{ab}=\frac1\Omega\frac{dE}{d\varepsilon_{ab}}\bigg|_{\varepsilon=0},
\label{def}
\end{equation}
positive in tension. Atoms keep their fractional coordinates, and the occupations are fixed, as in an insulator. The task is to find how the exchange-correlation part of this stress depends on direction.

\section*{(a) Must the change of the orbitals with strain be known?}

\textbf{Question.} The self-consistent orbitals change when the cell is strained. Show that their response is not needed for the first derivative of the energy.

\textbf{Solution.} Write each orbital of the strained cell as
\begin{equation}
\psi_i'(\mathbf r')=J^{-1/2}\phi_i(\mathbf r),\qquad J=\det(1+\varepsilon),
\label{map}
\end{equation}
with $\phi_i$ defined on the unstrained cell. Since $d^3r'=J\,d^3r$,
\[
\int\psi_i'^*\psi_j'\,d^3r'=\int\phi_i^*\phi_j\,d^3r=\delta_{ij}.
\]
The constraint on the $\phi_i$ therefore does not contain the strain. The energy depends on strain explicitly, through the mapping, and implicitly, through the $\phi_i$:
\[
\frac{dE}{d\varepsilon_{ab}}=\frac{\partial E}{\partial\varepsilon_{ab}}\bigg|_{\phi}
+\sum_i\int\left(\frac{\delta E}{\delta\phi_i^*}\frac{d\phi_i^*}{d\varepsilon_{ab}}+\text{c.c.}\right)d^3r .
\]
At self-consistency the energy is stationary under the constraint, so $\delta E/\delta\phi_i^*=\sum_j\lambda_{ji}\phi_j$ with a Hermitian matrix $\lambda$ of multipliers. The last sum becomes
\[
\sum_{ij}\lambda_{ji}\,\frac{d}{d\varepsilon_{ab}}\int\phi_i^*\phi_j\,d^3r=0,
\]
because the overlaps stay equal to $\delta_{ij}$. We may hold the $\phi_i$ fixed and differentiate each energy term separately. In a plane-wave basis this means fixed coefficients and fixed integer labels of the reciprocal-lattice vectors, while the vectors themselves deform.

\section*{(b) How do the density and its gradient change?}

\textbf{Question.} Find the first-order changes of volume, density and $g$ under this mapping.

\textbf{Solution.} To first order $J=1+\sum_c\varepsilon_{cc}$, so $\partial J/\partial\varepsilon_{ab}=\delta_{ab}$. Squaring (\ref{map}) and summing over occupied orbitals gives
\begin{equation}
n'(\mathbf r')=\frac{n(\mathbf r)}{J},\qquad
\frac{\partial n'}{\partial\varepsilon_{ab}}=-\delta_{ab}\,n .
\label{dn}
\end{equation}
For the gradient, use $\mathbf r=(1+\varepsilon)^{-1}\mathbf r'$. The chain rule gives, to first order,
\[
\frac{\partial}{\partial r_c'}=\sum_d\left[(1+\varepsilon)^{-1}\right]_{dc}\partial_d
=\partial_c-\sum_d\varepsilon_{dc}\partial_d .
\]
Applied to $n'=(1-\sum_e\varepsilon_{ee})n$, this yields
\[
\partial_c'n'=\Big(1-\sum_e\varepsilon_{ee}\Big)\partial_cn-\sum_d\varepsilon_{dc}\,\partial_dn .
\]
Square, sum over $c$, and drop second-order terms:
\[
g'=g-2g\sum_e\varepsilon_{ee}-2\sum_{cd}\varepsilon_{dc}\,\partial_dn\,\partial_cn .
\]
Therefore
\begin{equation}
\frac{\partial g'}{\partial\varepsilon_{ab}}=-2\delta_{ab}\,g-2\,\partial_an\,\partial_bn .
\label{dg}
\end{equation}
The first term comes from dilution of the density. The second comes from stretching the lengths over which the density varies, and it depends on the direction of that variation.

\section*{(c) The local-density stress}

\textbf{Question.} Derive the LDA exchange-correlation stress and state its directional dependence.

\textbf{Solution.} On the unstrained cell the strained energy is $E_{xc}=\int J f(n/J)\,d^3r$. The factor $J$ and the argument each contribute:
\begin{equation}
\sigma^{\rm LDA}_{ab}=\frac{\delta_{ab}}{\Omega}\int(f-nf_n)\,d^3r
=\frac{\delta_{ab}}{\Omega}\int n(\varepsilon_{xc}-v_{xc})\,d^3r ,
\label{lda}
\end{equation}
where $v_{xc}=f_n$. This tensor is isotropic whatever the shape of the density, because a local functional registers the strain through the volume factor $J$ alone.

Local exchange, $f=-Cn^{4/3}$ with $C>0$, fixes the sign. Then $nf_n=\tfrac43f$ and $f-nf_n=-\tfrac13f>0$. The contribution is tensile: this energy falls on compression, so it pulls the cell inward.

The result concerns one term of the stress. The kinetic, electrostatic and pseudopotential terms can be anisotropic, and so can the total LDA stress.

\section*{(d) The gradient-corrected stress}

\textbf{Question.} Repeat the derivation when $f$ depends on $g$.

\textbf{Solution.} Now $E_{xc}=\int Jf(n',g')\,d^3r$. Using (\ref{dn}) and (\ref{dg}),
\[
\frac{\partial E_{xc}}{\partial\varepsilon_{ab}}
=\int\left[\delta_{ab}f-\delta_{ab}nf_n
+f_g(-2\delta_{ab}g-2\,\partial_an\,\partial_bn)\right]d^3r .
\]
Collecting the terms with $\delta_{ab}$ gives
\begin{equation}
\sigma^{xc}_{ab}=\frac{\delta_{ab}}{\Omega}\int(f-nf_n-2gf_g)\,d^3r
-\frac2\Omega\int f_g\,\partial_an\,\partial_bn\,d^3r .
\label{gga}
\end{equation}
The second integral, called $T_{ab}$ below with its prefactor $-2/\Omega$ included, contains the products of Cartesian gradient components. They are weighted by $f_g$, which varies in space, so $T_{ab}$ is in general not proportional to the plain average of $\partial_an\,\partial_bn$. It is symmetric, as it must be if a rigid rotation is to cost no energy.

If the density varies along $z$ alone, $T_{zz}$ is the one component that can be nonzero. For a general density $T$ also has shear components.

A low-symmetry density tests all components. Take cell vectors $(6.0,0.4,-0.3)$, $(1.1,7.0,0.5)$ and $(-0.6,0.9,5.5)$ in bohr, and
\[
n=0.03\,e^{0.9\cos u_1+0.6\cos(u_2-u_1+0.4)+0.5\cos(u_3+u_2+1)}\ \text{bohr}^{-3},
\]
where $u_i$ is $2\pi$ times the $i$-th fractional coordinate. Differentiating $E_{xc}$ numerically, with strains of $\pm10^{-4}$, gives LDA diagonal components all equal to 131.192 GPa and vanishing shear. The Perdew--Burke--Ernzerhof (PBE) GGA gives 135.068, 132.086 and 130.865 GPa on the diagonal and $-2.392$ GPa for $xy$. All nine components agree with (\ref{lda}) or (\ref{gga}) to better than $10^{-6}$ GPa.

\section*{(e) The potential form and a scaling check}

\textbf{Question.} Express the isotropic part through the GGA potential. Then check the trace of (\ref{gga}) for exchange.

\textbf{Solution.} A density variation changes the energy by
\[
\delta E_{xc}=\int(f_n\,\delta n+2f_g\nabla n\cdot\nabla\delta n)\,d^3r .
\]
Integrating by parts, with no surface term in a periodic cell, identifies
\begin{equation}
v_{xc}=f_n-\nabla\cdot(2f_g\nabla n).
\label{vxc}
\end{equation}
Multiply by $n$ and integrate by parts once more:
\[
\int nv_{xc}\,d^3r=\int(nf_n+2gf_g)\,d^3r .
\]
Equation (\ref{gga}) therefore becomes
\begin{equation}
\sigma^{xc}_{ab}=\frac{\delta_{ab}}{\Omega}\int(f-nv_{xc})\,d^3r+T_{ab}.
\label{compact}
\end{equation}
The integrands of (\ref{gga}) and (\ref{compact}) differ from point to point although their cell averages agree. Neither should be read as a unique local stress field.

For the scaling check, compress all lengths by a factor $\lambda$. Then $n$ scales as $\lambda^3$, $\nabla n$ as $\lambda^4$ and $g$ as $\lambda^8$. Exchange energy scales as $\lambda$, and its density per volume as $\lambda^4$, so GGA exchange obeys $f(\lambda^3n,\lambda^8g)=\lambda^4f(n,g)$. Differentiating at $\lambda=1$ gives
\[
3nf_n+8gf_g=4f .
\]
The trace of (\ref{gga}) is
\[
\sum_a\sigma^x_{aa}=\frac1\Omega\int(3f-3nf_n-6gf_g-2gf_g)\,d^3r
=-\frac{E_x}{\Omega}.
\]
This is what $E_x\propto1/L$ requires for a cell of linear size $L$: an isotropic strain $\eta$ changes $L$ to $L(1+\eta)$, so $dE_x/d\eta=-E_x$. The gradient tensor supplies the last $-2gf_g$. It affects the pressure as well as the anisotropy, and dropping it would spoil the scaling.

\section*{(f) When does the anisotropy vanish?}

\textbf{Question.} Show that $T$ is isotropic in an unstrained cubic crystal such as silicon.

\textbf{Solution.} The density has the symmetry of the crystal, so $T$ is unchanged by every point operation. Half-turns about the cube edges, present in every cubic point group, reverse two Cartesian components and keep the third. Reversing $x$ and $y$ gives $T_{xz}=-T_{xz}=0$ and $T_{yz}=0$; reversing $y$ and $z$ gives $T_{xy}=0$. The threefold axis along $[111]$ permutes $x,y,z$, so $T_{xx}=T_{yy}=T_{zz}$.

The products $\partial_an\,\partial_bn$ remain anisotropic at individual points; it is their weighted average that is isotropic. Biaxial strain in the (001) plane removes the threefold axes and allows $T_{xx}\ne T_{zz}$.

\section*{(g) A core density that does not stretch}

\textbf{Question.} Some pseudopotentials add a rigid core density $n_c$ to the valence density $n_v$ inside $E_{xc}$. Is the LDA term still isotropic?

\textbf{Solution.} Part (c) assumed that the whole density scales as in (\ref{dn}). A rigid core moves with its atom at $\mathbf R$ but keeps its shape. At the mapped point its density is $n_c((1+\varepsilon)(\mathbf r-\mathbf R))$, whose strain derivative is $(r-R)_b\,\partial_an_c$. The derivative of $\int Jf(n)\,d^3r$ is then
\begin{equation}
\sigma_{ab}=\frac{\delta_{ab}}\Omega\int(f-n_vv_{xc})\,d^3r
+\frac1\Omega\int v_{xc}\sum_{\mathbf R}(r-R)_b\,\partial_an_c(\mathbf r-\mathbf R)\,d^3r .
\label{core}
\end{equation}
For a spherical core the last integrand is proportional to $x_ax_b$, with $\mathbf x=\mathbf r-\mathbf R$. It can give an anisotropic average when $v_{xc}$ has a quadrupolar part around the atom. The isotropy of the LDA term thus depends on how the density follows the strain, as well as on the functional.

\section*{(h) A strained silicon film}

\textbf{Question.} A (001) silicon film has a 1.00\% in-plane tensile strain and a $-0.77\%$ out-of-plane strain. How large is the gradient anisotropy, and how does it compare with the total?

\textbf{Solution.} The rough lattice constant 0.543 nm gives a strained two-atom cell of
\[
\Omega=\frac{0.543^3}{4}(1.0100)^2(0.9923)=0.0405\ \text{nm}^3 .
\]
The densities come from self-consistent LDA and PBE calculations with Goedecker--Teter--Hutter pseudopotentials, without a rigid core density. The basis has a cutoff of 163 eV, with 16 wave vectors.

The PBE gradient tensor has $T_{xx}=T_{yy}=1.5305$ GPa and $T_{zz}=1.5801$ GPa. Hence
\[
T_{xx}-T_{zz}=1.5305-1.5801=-0.050\ \text{GPa}.
\]
Exchange contributes $-0.149$ GPa and correlation $+0.100$ GPa, so about two thirds of the exchange anisotropy is cancelled. In the unstrained crystal the diagonal components are all 1.560 GPa, and the departure from isotropy is below $10^{-6}$ GPa, as part (f) requires.

The relaxed total energy gives a separate test, including the stationarity argument of part (a). Apply a small additional strain $\eta D$ with $D=\mathrm{diag}(\tfrac12,\tfrac12,-1)$. Since $\sigma_{xx}=\sigma_{yy}$,
\[
\frac1\Omega\frac{dE}{d\eta}=\tfrac12(\sigma_{xx}+\sigma_{yy})-\sigma_{zz}
=\sigma_{xx}-\sigma_{zz}.
\]
Re-solving PBE at $\eta=\pm3\times10^{-4}$ gives 2.1422 GPa for the total. Differentiating all terms except exchange-correlation, with the orbitals carried along, gives 2.1919 GPa. The difference,
\[
2.1422-2.1919=-0.0497\ \text{GPa},
\]
agrees with the gradient formula. The same subtraction in LDA leaves $-1\times10^{-5}$ GPa, zero within the numerical differentiation, although the total LDA anisotropy is 2.117 GPa.

The gradient term is thus about $-2\%$ of the total PBE anisotropy. Yet at these settings the PBE total exceeds the LDA total by 0.025 GPa. The other terms are larger in PBE by $2.192-2.117=0.075$ GPa, which outweighs the $-0.050$ GPa. The sign of this small difference between the totals is not converged, as shown next. Those terms change with both the density and the pseudopotential, so the difference between the two totals does not measure the gradient term.

These settings are good enough to test the formula, but too coarse to predict the stress of a film. Raising the cutoff to 245 eV changes the gradient anisotropy to $-0.045$ GPa; a coarser eight-point mesh at the original cutoff gives $-0.063$ GPa. The total is also sensitive to how the plane waves are chosen. They were selected in the unstrained cell, so in the strained cell the cutoff depends on direction. Selecting them in the strained cell lowers the PBE total from 2.14 to 1.88 GPa. Adding a 272 eV cutoff and a denser mesh (108 wave vectors before symmetry reduction, against 32) gives totals of 1.66 GPa in PBE and 1.68 GPa in LDA, and a gradient anisotropy of $-0.040$ GPa. The gradient term is still about $-2\%$ of the total, but the PBE total now lies below the LDA total. Some uncertainty remains: on the original mesh, going from 272 to 381 eV raises both totals by 0.03 to 0.04 GPa, with PBE still the lower. At 272 eV a still denser mesh of 256 wave vectors raises both totals by about 0.03 GPa, to 1.69 GPa in PBE and 1.71 GPa in LDA, while the gradient anisotropy stays at $-0.040$ GPa.

The separate components of $T$ shift by more than their difference does. With the 272 eV cutoff and denser mesh, $T_{xx}$ and $T_{zz}$ become 1.59 and 1.63 GPa, and the exchange and correlation parts of the anisotropy become $-0.13$ and $+0.09$ GPa; the 256-point mesh lowers both components by a further 0.01 GPa. In the unstrained crystal, the higher cutoff alone raises the diagonal components from 1.56 to 1.66 GPa.

The strain is roughly that of silicon grown coherently on relaxed silicon-germanium. With silicon's rough biaxial modulus of 180 GPa, a 1\% strain and a stress-free surface give about 1.8 GPa. The better-converged PBE total of 1.66 GPa is within about 10\% of this estimate, while the 2.1 GPa of the coarse settings is too high. The model also leaves out some features of a real film: it prescribes the out-of-plane strain instead of enforcing $\sigma_{zz}=0$, and it is a bulk cell with no surface. A rough surface stress of 1 N/m, spread over a 20 nm film, amounts to 0.05 GPa, comparable in size with the gradient anisotropy. At 1\% misfit the equilibrium (Matthews--Blakeslee) critical thickness is only about 10 nm, so a film this thick is metastable and may partly relax through misfit dislocations. A rough expansion difference of $5\times10^{-7}$ K$^{-1}$ over 600 K adds or removes 0.03\% strain, or 3\% of the misfit; in linear elasticity this shifts the total by about 0.05 GPa.

The rigid-core effect of part (g) can be sized in the same cell. A Gaussian core of one electron per atom and width 0.032 nm, added to the LDA valence density held fixed, gives an anisotropy of $+0.025$ GPa at the original coarse settings. Formula (\ref{core}) and direct strain differentiation agree on this value. With the 272 eV cutoff and denser mesh it rises to about $+0.075$ GPa, and stays there at 381 eV or with 256 wave vectors; this is larger in magnitude than the PBE gradient term. The treatment of the core therefore matters when contributions of this size are compared, and so does convergence. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
LOW-SYMMETRY MODEL DENSITY (finite strain differences)
LDA xc stress xx, yy, zz: 131.192, 131.192, 131.192 GPa
LDA xc stress xy, yz, xz: 0.0000, 0.0000, 0.0000 GPa
LDA largest formula error: 6.7e-07 GPa
PBE xc stress xx, yy, zz: 135.068, 132.086, 130.865 GPa
PBE xc stress xy, yz, xz: -2.3916, 0.1203, 0.8894 GPa
PBE largest formula error: 7.6e-07 GPa
STRAINED SILICON FILM
lattice constant (rough input): 0.543 nm
in-plane strain: 1.00 %; out-of-plane strain: -0.77 %
strained two-atom cell volume: 0.04052 nm^3
plane-wave cutoff: 163.3 eV; wave vectors: 16
plane waves per wave vector: 187 to 188
LDA isotropic xc stress: 78.327 GPa
PBE isotropic part: 77.771 GPa
PBE gradient tensor xx, yy, zz: 1.5305, 1.5305, 1.5801 GPa
PBE gradient tensor, one third of trace: 1.5470 GPa
DEVIATOR = stress_xx - stress_zz
PBE gradient deviator, formula: -0.04966 GPa
PBE xc deviator from relaxed energies: -0.04967 GPa
LDA xc deviator from relaxed energies: -1.0e-05 GPa
exchange share: -0.14946 GPa; correlation share: 0.09980 GPa
total deviator LDA: 2.1174 GPa; PBE: 2.1422 GPa
PBE deviator of all non-xc terms: 2.1919 GPa
gradient deviator / total PBE deviator: -2.32 %
gradient deviator per unit (e_xx - e_zz): -2.806 GPa
unstrained cubic: gradient tensor diagonal 1.5600 GPa
unstrained cubic: largest anisotropy 3.4e-07 GPa
SIZE OF NEGLECTED EFFECTS
gradient deviator at 244.9 eV cutoff: -0.04548 GPa
gradient deviator, coarser 8-point mesh: -0.06250 GPa
model core: 1.0 electron per atom, width 0.0318 nm
LDA deviator from rigid core, formula: 0.02535 GPa
LDA deviator from rigid core, numeric: 0.02535 GPa
thermal mismatch inputs (rough): 5.0e-07 1/K, 600 K
thermal mismatch strain: 0.030 %, 3.0 % of misfit
surface stress (rough) 1.0 N/m over 20 nm: 0.050 GPa
\end{verbatim}
